**Eley–Rideal recombination with a finite number of sites**

The program tests the steady recombination probability $\gamma=2sp/(s+p+\delta)$ and the coverage $\theta=s/(s+p+\delta)$. Here $s$ is the sticking probability on an empty site, $p$ the abstraction probability on a filled site, and $\delta=N_sk_d/\Phi$ the desorption rate $k_d$ relative to the arrival rate per site, for site density $N_s$ and incident flux $\Phi$. An event-by-event simulation counts returned atoms, molecules and filled sites separately, and the program asserts that all three agree with the formulas within statistical tolerances. Further assertions compare the bounds without desorption and the general formula with a numerical solution of the site balance for random parameters, and the clean-surface transient with time integration. The apparent barrier and flux exponent are compared with finite differences, the half-limit flux with the numerical high-flux limit, and the peak temperature with a numerical maximum search. For the model parameters, $\gamma$ rises from 0.011 at 300 K to 0.048 at 646 K and falls to 0.007 at 800 K. A tenfold flux leaves $\gamma$ unchanged at 300 K to the printed digits but raises it by a factor of 4.7 at 800 K.

## Numerical check

```python
"""Steady Eley-Rideal recombination on a surface with a finite number of sites.

Result under test: gamma = 2 s p / (s + p + delta), coverage = s / (s + p + delta)
  s      sticking probability of an atom arriving at an empty site
  p      abstraction probability of an atom arriving at a filled site
  delta  N_s k_d / flux, desorption rate relative to the arrival rate per site
  gamma  net fraction of incident atoms that do not return to the gas as atoms
Also tested: bounds, transient, flux dependence, apparent barrier, and the
wall temperature at which gamma is largest.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

K_EV = constants.k / constants.e      # Boltzmann constant, eV/K
FLUX = 1e22                           # incident atoms, m^-2 s^-1
SITES = 1e19                          # sites, m^-2
STICK = 0.05
P0, E_P = 0.3, 0.10                   # abstraction prefactor, barrier in eV
NU, E_D = 1e13, 1.6                   # desorption prefactor in s^-1, barrier in eV


def coverage_formula(s, p, delta):
    return s / (s + p + delta)


def gamma_formula(s, p, delta):
    return 2 * s * p / (s + p + delta)


def net_loss(theta, s, p, delta):
    """Atoms taken from the gas minus atoms desorbed, per incident atom."""
    return s * (1 - theta) + p * theta - delta * theta


def gamma_numeric(s, p, delta):
    """Find the stationary coverage by root search, then count lost atoms."""
    theta = brentq(lambda x: s * (1 - x) - p * x - delta * x,
                   0, 1, xtol=1e-15, rtol=1e-15)
    return net_loss(theta, s, p, delta)


def simulate(s, p, delta, rng, n_sites=400, n_events=2_000_000):
    """Follow single arrivals and desorptions on an initially empty lattice."""
    filled = [False] * n_sites
    where = rng.integers(n_sites, size=n_events).tolist()
    arrival = (rng.random(n_events) < 1 / (1 + delta)).tolist()
    chance = rng.random(n_events).tolist()
    arrivals = returned = molecules = held = held_sum = 0
    for site, arrives, u in zip(where, arrival, chance):
        if arrives:
            arrivals += 1
            if filled[site]:
                if u < p:
                    filled[site] = False
                    held -= 1
                    molecules += 1
                else:
                    returned += 1
            elif u < s:
                filled[site] = True
                held += 1
            else:
                returned += 1
        elif filled[site]:
            filled[site] = False
            held -= 1
            returned += 1
        held_sum += held
    return (1 - returned / arrivals, molecules / arrivals,
            held_sum / (n_events * n_sites))


def wall_parameters(temperature, flux=FLUX, s0=STICK, e_s=0.0):
    beta = 1 / (K_EV * temperature)
    s = s0 * np.exp(-e_s * beta)
    p = P0 * np.exp(-E_P * beta)
    k_d = NU * np.exp(-E_D * beta)
    return s, p, SITES * k_d / flux


def barrier_formula(temperature, s0=STICK, e_s=0.0):
    s, p, delta = wall_parameters(temperature, s0=s0, e_s=e_s)
    total = s + p + delta
    return (1 - s / total) * e_s + (1 - p / total) * E_P - delta / total * E_D


def barrier_numeric(temperature, s0=STICK, e_s=0.0):
    beta = 1 / (K_EV * temperature)
    h = 1e-4 * beta
    logs = [np.log(gamma_numeric(*wall_parameters(1 / (K_EV * b), s0=s0, e_s=e_s)))
            for b in (beta - h, beta + h)]
    return -(logs[1] - logs[0]) / (2 * h)


# Event-by-event simulation; tolerances are several statistical errors wide
rng = np.random.default_rng(12345)
print("Simulation with s = 0.3, p = 0.2 (dimensionless)")
for delta in (0.0, 0.25):
    lost, molecules, theta = simulate(0.3, 0.2, delta, rng)
    expected = gamma_formula(0.3, 0.2, delta)
    expected_theta = coverage_formula(0.3, 0.2, delta)
    assert abs(lost - expected) < 0.003
    assert abs(2 * molecules - expected) < 0.003
    assert abs(theta - expected_theta) < 0.005
    print(f" delta={delta:.2f}: atom loss {lost:.4f}, formula {expected:.4f}")
    print(f"   molecules per incident atom {molecules:.4f}")
    print(f"   coverage {theta:.4f}, formula {expected_theta:.4f}")

# Bounds without desorption, and the general formula, on random parameters
for s, p, delta in rng.uniform(0.001, 1, size=(300, 3)):
    g = gamma_numeric(s, p, 0.0)
    low = min(s, p)
    assert low - 1e-12 <= g < 2 * low
    assert abs(gamma_numeric(s, p, delta) - gamma_formula(s, p, delta)) < 1e-12


# Clean-surface transient, including a case in which the loss rises with time
def check_transient(s, p, delta):
    k_d = delta * FLUX / SITES
    tau = SITES / (FLUX * (s + p + delta))
    times = np.linspace(0, 5 * tau, 41)

    def rate(t, y):
        return [FLUX / SITES * (s * (1 - y[0]) - p * y[0]) - k_d * y[0]]

    run = solve_ivp(rate, (0, times[-1]), [0.0], t_eval=times,
                    rtol=1e-10, atol=1e-13)
    assert run.success
    decay = np.exp(-times / tau)
    g = gamma_formula(s, p, delta)
    loss = net_loss(run.y[0], s, p, delta)
    assert np.allclose(run.y[0], coverage_formula(s, p, delta) * (1 - decay),
                       atol=1e-8)
    assert np.allclose(loss, g + (s - g) * decay, atol=1e-8)
    assert (loss[-1] < loss[0]) == (s + delta > p)
    return tau


tau_300 = check_transient(*wall_parameters(300))
check_transient(0.1, 0.6, 0.05)

# Apparent barrier, with constant and with activated sticking
for temperature in (300, 500, 650, 800):
    for s0, e_s in ((STICK, 0.0), (0.2, 0.03)):
        assert abs(barrier_formula(temperature, s0, e_s)
                   - barrier_numeric(temperature, s0, e_s)) < 1e-5

# Flux order and half-limit flux at 800 K
s, p, delta = wall_parameters(800)
h = 1e-4
order_numeric = (np.log(gamma_numeric(*wall_parameters(800, FLUX * np.exp(h))))
                 - np.log(gamma_numeric(*wall_parameters(800, FLUX * np.exp(-h))))
                 ) / (2 * h)
order = delta / (s + p + delta)
assert abs(order_numeric - order) < 1e-6
flux_half = delta * FLUX / (s + p)
high_limit = gamma_numeric(*wall_parameters(800, FLUX * 1e12))
assert abs(gamma_numeric(*wall_parameters(800, flux_half)) / high_limit - 0.5) < 1e-8

# Temperature of largest recombination probability
delta_peak = STICK * E_P / (E_D - E_P)
t_peak = E_D / (K_EV * np.log(NU * SITES / (FLUX * delta_peak)))
search = minimize_scalar(lambda t: -gamma_numeric(*wall_parameters(t)),
                         bounds=(300, 1000), method="bounded",
                         options={"xatol": 1e-6})
assert search.success and abs(search.x - t_peak) < 0.01

print("Worked example: model inputs")
print(f" incident flux = {FLUX:.1e} m^-2 s^-1")
print(f" site density = {SITES:.1e} m^-2")
print(f" sticking probability s = {STICK:.3f}")
print(f" abstraction prefactor = {P0:.2f}, barrier = {E_P:.2f} eV")
print(f" desorption prefactor = {NU:.1e} s^-1, barrier = {E_D:.2f} eV")
print("Wall temperature dependence (E_app in eV, k_d in s^-1)")
for temperature in (300, 500, t_peak, 800):
    s, p, delta = wall_parameters(temperature)
    print(f" T={temperature:.1f} K: p={p:.5f}, k_d={delta * FLUX / SITES:.3e},"
          f" delta={delta:.3e}")
    print(f"   theta={coverage_formula(s, p, delta):.4f},"
          f" gamma={gamma_formula(s, p, delta):.5f},"
          f" E_app={barrier_formula(temperature):.4f}")
print(f"Peak: delta* = {delta_peak:.5f}, T* formula = {t_peak:.2f} K")
print(f" T* from numerical search = {search.x:.2f} K")

s, p, delta = wall_parameters(300)
print("Clean surface at 300 K")
print(f" mean arrivals to fill a site = {1 / s:.1f}")
print(f" mean arrivals to abstract from it = {1 / p:.1f}")
print(f" initial atom loss probability = {net_loss(0, s, p, delta):.4f}")
print(f" steady atom loss probability = {gamma_formula(s, p, delta):.4f}")
print(f" time constant tau = {tau_300 * 1e3:.2f} ms")

print("Effect of tenfold flux on gamma")
for temperature in (300, 800):
    before = gamma_formula(*wall_parameters(temperature))
    after = gamma_formula(*wall_parameters(temperature, 10 * FLUX))
    print(f" T={temperature} K: {before:.5f} -> {after:.5f},"
          f" ratio {after / before:.3f}")
print(f" flux order dln(gamma)/dln(flux) at 800 K = {order:.4f}")
print(f" half-limit flux at 800 K = {flux_half:.3e} m^-2 s^-1")
print(f" high-flux limit of gamma at 800 K = {high_limit:.5f}")
print("success")
```

Output:

```
Simulation with s = 0.3, p = 0.2 (dimensionless)
 delta=0.00: atom loss 0.2401, formula 0.2400
   molecules per incident atom 0.1200
   coverage 0.6003, formula 0.6000
 delta=0.25: atom loss 0.1599, formula 0.1600
   molecules per incident atom 0.0799
   coverage 0.4000, formula 0.4000
Worked example: model inputs
 incident flux = 1.0e+22 m^-2 s^-1
 site density = 1.0e+19 m^-2
 sticking probability s = 0.050
 abstraction prefactor = 0.30, barrier = 0.10 eV
 desorption prefactor = 1.0e+13 s^-1, barrier = 1.60 eV
Wall temperature dependence (E_app in eV, k_d in s^-1)
 T=300.0 K: p=0.00627, k_d=1.322e-14, delta=1.322e-17
   theta=0.8886, gamma=0.01114, E_app=0.0889
 T=500.0 K: p=0.02946, k_d=7.460e-04, delta=7.460e-07
   theta=0.6293, gamma=0.03707, E_app=0.0629
 T=646.3 K: p=0.04981, k_d=3.333e+00, delta=3.333e-03
   theta=0.4848, gamma=0.04829, E_app=-0.0000
 T=800.0 K: p=0.07033, k_d=8.326e+02, delta=8.326e-01
   theta=0.0525, gamma=0.00738, E_app=-1.3053
Peak: delta* = 0.00333, T* formula = 646.27 K
 T* from numerical search = 646.27 K
Clean surface at 300 K
 mean arrivals to fill a site = 20.0
 mean arrivals to abstract from it = 159.5
 initial atom loss probability = 0.0500
 steady atom loss probability = 0.0111
 time constant tau = 17.77 ms
Effect of tenfold flux on gamma
 T=300 K: 0.01114 -> 0.01114, ratio 1.000
 T=800 K: 0.00738 -> 0.03455, ratio 4.681
 flux order dln(gamma)/dln(flux) at 800 K = 0.8737
 half-limit flux at 800 K = 6.919e+22 m^-2 s^-1
 high-flux limit of gamma at 800 K = 0.05845
success
```
